# Does the Probe's Fourier Bound Limit Transient Absorption?

**The argument under review**

A proposal plans to follow a valence process by transient absorption at a core edge. A process moves part of the population from a state \(u\) to a state \(v\), and a weak, broadband probe of 1 fs duration records the core lines of both states at a variable delay. The core lifetime width is 0.1 eV. The proposal then limits its own prospects as follows:

> A Gaussian pulse obeys \(\Delta E\,\Delta t\ge 4\hbar\ln 2=1.825\) eV fs, with both widths taken as intensity FWHM. A 1 fs probe therefore cannot resolve structure finer than 1.8 eV. To resolve a line 0.12 eV wide, the probe must last 15 fs, and the dynamics will be blurred over that time.

The first sentence is correct. The question is whether the other two follow from it. To decide, one must work out what the spectrometer records.

**What is measured**

I write fields as \(e^{-i\omega t}\) and transforms as \(\tilde f(\omega)=\int f(t)e^{i\omega t}dt\). Inside the sample, let the field be \(A(z)e^{i\omega z/c}\) and the polarization \(\mathcal P e^{i\omega z/c}\). The wave equation \(E''+(\omega/c)^2E=-\mu_0\omega^2P\), with \(A''\) neglected because \(A\) changes little over a wavelength, becomes

\[
\frac{2i\omega}{c}A'=-\mu_0\omega^2\mathcal P
\quad\Rightarrow\quad
A'=\frac{i\omega}{2\epsilon_0c}\,\mathcal P ,
\]

where \(\mu_0=1/(\epsilon_0c^2)\) was used. For a thin sample of length \(L\), the transmitted field is \(A+i\omega L\mathcal P/(2\epsilon_0c)\). To first order in \(\mathcal P\), its squared modulus changes by

\[
2\,\mathrm{Re}\!\left[A^*\frac{i\omega L}{2\epsilon_0c}\mathcal P\right]
=-\frac{\omega L}{\epsilon_0c}\,\mathrm{Im}(A^*\mathcal P).
\]

Division by \(-|A|^2\) gives the absorbance (natural logarithm), \(a(\omega)=(\omega L/\epsilon_0c)\,\mathrm{Im}(\mathcal P/A)\). The incident field appears in a ratio.

The polarization comes from the coherence between a lower state \(l\), which is \(u\) or \(v\), and its core-excited state \(c\). Let the probe be \(\tfrac12\mathcal E F(t)e^{-i\omega_0t}\) plus its conjugate, with the carrier on the line, and let \(\mu\) be the dipole element. With a weak probe, negligible population in \(c\) and the rotating-wave approximation, the density matrix obeys

\[
\rho_{cl}=\frac{i\mu\mathcal E}{2\hbar}\,q\,e^{-i\omega_0t},\qquad
\dot q=-\gamma q+N_l(t)F(t),\qquad \gamma=\frac{\Gamma}{2\hbar}.
\]

Here \(N_l\) is the population of \(l\), taken for now not to be leaving that state. The factor 2 in \(\gamma\) arises because \(\Gamma/\hbar\) is the decay rate of the core-excited population, and the coherence carries one amplitude of that state. For number density \(n\), the positive-frequency polarization is \(n\mu\rho_{cl}\), so \(\mathcal P/A=(in\mu^2/\hbar)\,\tilde q/\tilde F\). Hence \(a\propto\mathrm{Re}(\tilde q/\tilde F)\). The slow variation of the prefactor \(\omega\) across the line is dropped.

**Spectral resolution**

Take a sample at rest with \(N_l=1\), and let \(\delta=\omega-\omega_0\). The transform of \(\dot q\) is \(-i\delta\tilde q\), so \((\gamma-i\delta)\tilde q=\tilde F\). Normalized to its peak, the absorbance is

\[
s(\delta)=\gamma\,\mathrm{Re}\frac{\tilde q}{\tilde F}
=\mathrm{Re}\frac{\gamma}{\gamma-i\delta}
=\frac{\gamma^2}{\gamma^2+\delta^2}.
\]

The probe has cancelled, in both duration and phase. It must still supply measurable intensity across the line, so a large bandwidth is a help. If the probe spectrum is also nearly flat over the spectrometer's resolution, the observed width is set by \(\Gamma\) and by the spectrometer.

The proposal's second sentence does describe another experiment. Suppose that the carrier is scanned by \(\Delta\) and only the total absorbed energy is recorded. That signal is \(\int|\tilde F(\delta-\Delta)|^2s(\delta)\,d\delta\), which is the line convolved with the probe spectrum. For the 1 fs probe, the scanned line has a FWHM of 1.879 eV. With dispersion and a Gaussian spectrometer resolution of 0.05 eV, the line of \(v\) measured well after the process has a FWHM of 0.122 eV. The pulse is the same; the detection differs.

**Delay resolution for a newly filled state**

I now assume that the process is incoherent, leaves no coherence between \(u\) and \(v\), and does not act on the core-excited state. Filling \(v\) then creates no \(v\)–\(c\) coherence, so \(\dot q=-\gamma q+N_vF\) holds during the process. Its transform gives

\[
s(\delta,\tau)=\gamma\,\mathrm{Re}\frac{R(\delta,\tau)}{\gamma-i\delta},
\qquad
R=\frac{\int N_vF\,e^{i\delta t}dt}{\int F\,e^{i\delta t}dt}.
\]

Let the probe arrive at \(\tau\) with \(F\propto\exp[-(t-\tau)^2/2b]\), where \(b=\sigma^2-i\varphi''\) and \(\varphi''\) is the quadratic spectral phase. With \(y=t-\tau\), completing the square gives

\[
-\frac{y^2}{2b}+i\delta y=-\frac{(y-ib\delta)^2}{2b}-\frac{b\delta^2}{2}.
\]

The last term and the phase \(e^{i\delta\tau}\) cancel in \(R\). If \(v\) were filled completely at one instant \(x\), the remaining integral from \(x\) to infinity would give \(R=\tfrac12\mathrm{erfc}[(x-\tau-ib\delta)/\sqrt{2b}]\). In fact a fraction \(p\) is transferred at a rate that is Gaussian in time, centred at zero, with standard deviation \(\sigma_f\). Averaging over \(x\) convolves two Gaussians, so their variances add:

\[
R=\frac p2\,\mathrm{erfc}\!\left[-\frac{\tau+ib\delta}{\sqrt{2B}}\right],
\qquad B=b+\sigma_f^2 .
\]

At line centre \(s=\mathrm{Re}\,R\), and \(\gamma\) has dropped out. The coherence does ring for \(1/\gamma=13.2\) fs after the probe, but its strength was fixed by the population that the probe met. Later filling does not add to it.

Without chirp, \(\partial s/\partial\tau\) is a Gaussian of variance \(\sigma^2+\sigma_f^2\). The intensity FWHM of the probe is \(T_{pr}=2\sigma\sqrt{\ln2}\), and that of the filling rate is \(T_f=2\sigma_f\sqrt{2\ln2}\). The FWHM of the delay response is therefore

\[
T_{resp}=\sqrt{8\ln2\,(\sigma^2+\sigma_f^2)}=\sqrt{2T_{pr}^2+T_f^2}.
\]

The factor 2 appears because the probe enters through its field, which lasts longer than its intensity by \(\sqrt2\). This width holds with the carrier on the new line. One probe records both lines, so at least one of them lies off the carrier. For a line at \(\delta_0\) from the carrier, the centre signal is \(\mathrm{Re}\,R(\delta_0,\tau)\), still free of \(\gamma\), and its slope is proportional to \(e^{-\tau^2/2B}\cos(\sigma^2\delta_0\tau/B)\). For the values used next, the FWHM falls from 3.32 fs to 3.26 fs at an offset of 0.5 eV and to 3.08 fs at 1 eV.

For \(T_{pr}=1\) fs and \(T_f=3\) fs, this gives \(\sqrt{2+9}=3.32\) fs. A numerical solution of the Lindblad equation for \(u\), \(v\) and \(c\), with explicit probe pulses and the 0.05 eV spectrometer, also gives 3.32 fs. With \(p=0.3\), the line centre for ideal spectral resolution stands at 0.023, 0.150 and 0.277 of a full peak at delays of −2, 0 and +2 fs. With each line normalized to its own full peak, raising \(\Gamma\) to 0.4 eV should leave this trace unchanged. In the simulation the two traces agree to about \(10^{-6}\) of that peak, and the remaining difference is numerical error.

The proposal's third sentence can now be judged. The observed line width times the delay response is

\[
0.1219\ \text{eV}\times3.318\ \text{fs}=0.404\ \text{eV fs},
\]

which is 0.22 of the supposed minimum. No Fourier theorem is violated. The theorem links the duration and the spectrum of one function, \(F\), and the probe obeys it. The two widths multiplied here belong to different functions. In the short-probe limit \(b\to0\), the signal is \(N_v(\tau)\,\gamma^2/(\gamma^2+\delta^2)\), a product whose factors can be narrowed independently.

**A chirped probe**

Chirp leaves the resting line unchanged but affects the delay axis. Since \(ib\delta=\varphi''\delta+i\sigma^2\delta\), the ratio \(R\) at detuning \(\delta\) is shifted in delay, as if that frequency sampled the process at its own arrival time, \(\tau+\varphi''\delta\). Away from line centre the absorbance also contains \(\mathrm{Im}\,R\), so the trace there is distorted as well as shifted. At line centre, the error function depends on \(\tau/\sqrt{2B}\), so the main edge of the response has the scale \(\sqrt{|B|}\). When the chirp dominates, this tends to \(\sqrt{|\varphi''|}\), whereas the pulse duration grows in proportion to \(|\varphi''|\).

For \(\varphi''=6\) fs², the probe is stretched to 16.7 fs, while \(\sqrt{|B|}=2.5\) fs. At line centre and ideal spectral resolution, the rise from 10 to 90 percent lengthens from 3.6 to 6.0 fs, far less than the stretched duration. There is a price in shape: the slope of the trace is proportional to \(\mathrm{Re}[B^{-1/2}e^{-\tau^2/2B}]\), which changes sign when \(B\) is complex, so the rise is no longer monotonic. The ripples around the edge die out over a time of order \(|B|/\sqrt{\mathrm{Re}\,B}\), which does grow in proportion to \(|\varphi''|\) when the chirp dominates.

**Where core dephasing does enter**

It would be an overcorrection to say that core dephasing never affects the delay axis. Consider the line of \(u\), which is bleached. Let \(u\) be emptied at the rate \(k(t)\), so that \(\dot N_u=-kN_u\). The loss term of the Lindblad equation is \(-\tfrac k2(|u\rangle\langle u|\rho+\rho|u\rangle\langle u|)\). Both parts act on \(\rho_{uu}\), but only one acts on \(\rho_{cu}\). The coherence is therefore damped at half the population rate:

\[
\dot q=-\left(\gamma+\tfrac12k\right)q+N_uF .
\]

Because \(\int_{t'}^{t}k\,dt''=\ln[N_u(t')/N_u(t)]\), the extra damping between \(t'\) and \(t\) is \(\sqrt{N_u(t)/N_u(t')}\). Multiplied by the source \(N_u(t')\), it gives

\[
q(t)=\int_{-\infty}^{t}\sqrt{N_u(t)N_u(t')}\;e^{-\gamma(t-t')}F(t')\,dt'.
\]

The population after the probe now matters. Let a very short probe arrive at \(\tau=-T\), before a sudden loss of the fraction \(p\) at time zero. The coherence decays freely for a time \(T\) and is then multiplied by \(\sqrt{1-p}\). The change in the normalized line is

\[
\Delta s=-(1-\sqrt{1-p})\,\gamma\,\mathrm{Re}\int_T^\infty e^{(i\delta-\gamma)s'}ds'
=-(1-\sqrt{1-p})\,\mathrm{Re}\frac{\gamma\,e^{(i\delta-\gamma)T}}{\gamma-i\delta}.
\]

At line centre this is \(-(1-\sqrt{1-p})e^{-\gamma T}\): the bleach appears before time zero. If the probe comes after the loss, \(N_u=1-p\) throughout and the change is \(-p\). For small \(p\), the precursor thus reaches half the final bleach as \(T\to0\), and the rest appears as a step.

With \(p=0.3\) and \(T=10\) fs, the formula gives \(-0.1633\,e^{-0.7596}=-0.0764\). The numerical solution, in which the loss lasts 3 fs, gives −0.0765. Between delays of −30 and −10 fs, the simulated precursor has a time constant of 13.2 fs, equal to \(2\hbar/\Gamma\). At +12 fs the bleach is −0.300.

**The role of the spectrometer in time**

The precursor also shows which time is the Fourier partner of photon energy. Let the spectrometer have a Gaussian response of standard deviation \(\kappa\) in angular frequency, and let the probe spectrum be flat over that width. Convolution turns each \(e^{i\delta s'}\) into \(e^{i\delta s'}e^{-\kappa^2s'^2/2}\), where \(s'\) is the time after the probe. Relative to the observed unpumped peak, the precursor at line centre becomes

\[
-(1-\sqrt{1-p})\,
\frac{\int_T^\infty e^{-\gamma s'-\kappa^2s'^2/2}ds'}
{\int_0^\infty e^{-\gamma s'-\kappa^2s'^2/2}ds'} .
\]

A coarser spectrometer suppresses late emission and so shortens the precursor. At −10 fs, the change of −0.0765 for ideal resolution falls in size to −0.0655 at 0.05 eV and to −0.0185 at 0.2 eV.

If the whole spectrum is summed, Parseval's theorem reduces the absorbed signal to \(\mathrm{Re}\int F^*(t)q(t)\,dt\). This depends on the coherence only while the probe is present. With the probe coupled to the line of \(u\) alone, the summed bleach at −10 fs is accordingly zero to numerical accuracy, while at +12 fs it is −0.300 of the total. If the sum also covers the line of \(v\), its gain offsets this loss, completely so for equal dipoles and equal probe intensity at the two lines.

For the bleached line there is thus a real exchange between spectral detail and a clean time zero. For a probe much shorter than the core coherence time, it is governed by the core coherence and the spectrometer, and hardly by the duration of the probe.

**Conditions on the corrected claim**

The fast rise of the new line rests on the assumption that the process spares the core-excited state. Suppose instead that the same sudden process also acts when the core hole is present, and carries a fraction \(p\) of the \(u\)–\(c\) coherence into the coherence of the new line, with equal dipoles and equal \(\gamma\). A short probe at \(-T\) then starts an oscillation at \(\omega_u\), which continues at \(\omega_v\) after time zero. Seen at \(\omega_v\), the transferred part has gained the phase \((\omega_v-\omega_u)T\), and its contribution at the centre of the new line is

\[
p\,\gamma\,\mathrm{Re}\!\left[e^{i(\omega_v-\omega_u)T}\int_T^\infty e^{-\gamma s'}ds'\right]
=p\,e^{-\gamma T}\cos[(\omega_v-\omega_u)T].
\]

The new line then also has a precursor that lasts for the core coherence time. Here sudden means short compared with \(1/|\omega_v-\omega_u|\). Averaging the phase over the Gaussian transfer rate, and allowing for the weaker unchirped probe field at \(\omega_u\) when the carrier is on the new line, multiplies the amplitude by about \(e^{-(\omega_v-\omega_u)^2B/2}\). For the 1 fs probe and the 3 fs process this factor is about 0.57 at a separation of 0.5 eV and 0.10 at 1 eV. The bleached line changes as well: both parts of the loss term now act on the \(u\)–\(c\) coherence, so its precursor at line centre is \(-p\,e^{-\gamma T}\) in place of \(-(1-\sqrt{1-p})e^{-\gamma T}\). This case was derived here but is not part of the numerical output. The proposal should therefore state whether its process acts on the core-excited state, and should inspect both lines at negative delays.

The other conditions are a weak probe, a thin sample, no surviving \(u\)–\(v\) coherence, and lines separated by much more than both \(\gamma\) and the spectrometer resolution. A separation beyond the resolution keeps the spectrometer from mixing the two lines. A separation beyond \(\gamma\) is needed because the precursor of the bleached line has wings: by the formula for \(\Delta s\), its size at \(\delta=\omega_v-\omega_u\) is up to \((1-\sqrt{1-p})\,e^{-\gamma T}\gamma/\sqrt{\gamma^2+\delta^2}\), and this adds to the new line at negative delays. The bound is reached for a sudden loss and a very short probe. For the 1 fs probe with its carrier on the new line and the 3 fs process, the wing at delays earlier than −6 fs reaches about 0.56 of it at a separation of 0.5 eV and 0.10 of it at 1 eV. The numerical solution couples the probe to one line at a time and leaves this overlap out. A thick sample reshapes the probe as it travels, so the single ratio \(\mathcal P/A\), which depends on the shape of the probe once the populations change in time, no longer describes the delay-dependent signal. The values used above, with the remaining comparisons, are listed in the numerical output below.

## Values computed for the example and the checks

```
Core lifetime width Gamma (FWHM): 0.100 eV
Core coherence decay rate gamma: 0.07596 1/fs
Core coherence time 1/gamma: 13.16 fs
Probe intensity FWHM, unchirped: 1.00 fs
Probe field standard deviation sigma: 0.6006 fs
Filling-rate FWHM: 3.00 fs
Filling-rate standard deviation: 1.2740 fs
Moved fraction p: 0.30
Gaussian Fourier bound 4 hbar ln2: 1.825 eV fs
Probe bandwidth FWHM: 1.825 eV
Largest static line error, both probes: 1.5e-06 of peak
Carrier scan, undispersed: line FWHM 1.879 eV
Carrier scan, Voigt prediction: 1.879 eV
Fine spectrometer resolution FWHM: 0.050 eV
Dispersed new line: observed FWHM 0.1219 eV
Dispersed new line, Voigt prediction: 0.1218 eV
New line: delay-response FWHM 3.318 fs
New line: predicted delay-response FWHM 3.317 fs
Line width times delay response: 0.404 eV fs
That product over the Fourier bound: 0.222
New line centre at delay -4 fs: 0.0007 of full peak
New line centre at delay -2 fs: 0.0233 of full peak
New line centre at delay +0 fs: 0.1500 of full peak
New line centre at delay +2 fs: 0.2767 of full peak
New line centre at delay +4 fs: 0.2993 of full peak
Second core width for comparison: 0.400 eV
Largest change of new-line trace: 1.2e-06 of full peak
Probe chirp phi2: 6.00 fs^2
Chirped probe intensity FWHM: 16.67 fs
Chirped response scale: 2.514 fs
10-90 percent rise, unchirped: 3.61 fs
10-90 percent rise, chirped: 6.04 fs
Sudden-loss precursor limit: -0.1633 of peak
Bleach at delay -30 fs: simulated -0.0167, sudden-loss formula -0.0167 of peak
Bleach at delay -20 fs: simulated -0.0358, sudden-loss formula -0.0358 of peak
Bleach at delay -10 fs: simulated -0.0765, sudden-loss formula -0.0764 of peak
Bleach at delay +12 fs: -0.3000 of peak
Precursor decay time from simulation: 13.16 fs
Bleach at -10 fs, resolution 0.05 eV: -0.0655 of observed peak
Bleach at -10 fs, resolution 0.20 eV: -0.0185 of observed peak
Spectrally integrated bleach at -10 fs: 1.4e-12 of total (magnitude)
Spectrally integrated bleach at +12 fs: -0.3000 of total
```
